# Half-reaction energies in atomic layer deposition and their bulk sum

## What symmetry fixes before any calculation

A deposition cycle has two pulses. Pulse A exposes a surface to a metal precursor, and pulse B exposes the result to a second reactant that removes the remaining ligands. Call the reaction energies $\Delta E_A$ and $\Delta E_B$, each per surface cell and negative when energy is released. Between the pulses the surface is in some intermediate state $I$, whose structure may not be known.

Suppose the energy assigned to $I$ is raised by $d$. The intermediate is the product of pulse A and the reactant of pulse B, so

$$\Delta E_A\to\Delta E_A+d,\qquad \Delta E_B\to\Delta E_B-d .$$

A combination $\alpha\Delta E_A+\beta\Delta E_B$ changes by $(\alpha-\beta)d$. It is unaffected for every $d$ if and only if $\alpha=\beta$. Up to a factor, the plain sum is therefore the one linear combination that does not depend on the energy of the intermediate.

Translation fixes the value of the sum. If the cycle restores the termination, the new film can be made from the old one by cutting it deep inside, lifting the upper part rigidly by one layer and filling the gap with crystal. The top face has moved but has not changed. For a thick film the energy gained by the solid must then be the energy of the inserted bulk crystal. The surface energy, which scales with area and not with thickness, cannot appear.

What remains is to follow the atoms, to find out how thick is thick, and to see what happens when a condition is not met.

## The simplest cycle

Take a divalent metal M with two ligands L, and water as the second reactant. The overall reaction is

$$\mathrm{ML_2+H_2O\to MO(bulk)+2\,HL}.$$

Let $F_N$ be a film of $N$ formula units MO per surface cell, with hydroxylated faces. In pulse A the precursor exchanges one ligand for the hydrogen of a surface OH group; in pulse B water exchanges the other:

$$F_N+\mathrm{ML_2}\to I_N+\mathrm{HL},\qquad I_N+\mathrm{H_2O}\to F_{N+1}+\mathrm{HL}.$$

All energies $E$ are total energies from one and the same method, without zero-point or thermal terms, and each gas molecule is isolated. Products minus reactants gives

$$\Delta E_A=E(I_N)+E(\mathrm{HL})-E(F_N)-E(\mathrm{ML_2}),$$
$$\Delta E_B=E(F_{N+1})+E(\mathrm{HL})-E(I_N)-E(\mathrm{H_2O}).$$

The term $E(I_N)$ enters once with each sign. Adding the lines,

$$\Delta E_A+\Delta E_B=\big[E(F_{N+1})-E(F_N)\big]+G,$$
$$G=2E(\mathrm{HL})-E(\mathrm{ML_2})-E(\mathrm{H_2O}).$$

The bracket is the growth energy of the film, and $G$ contains gas molecules alone. Nothing has yet been assumed about thickness: at any $N$ the sum is independent of the intermediate.

## Other intermediates

The precursor need not lose one ligand in pulse A. Let $x$ molecules of HL leave per cell in pulse A and $2-x$ in pulse B. Then

$$\Delta E_A=E(I_N)+xE(\mathrm{HL})-E(F_N)-E(\mathrm{ML_2}),$$
$$\Delta E_B=E(F_{N+1})+(2-x)E(\mathrm{HL})-E(I_N)-E(\mathrm{H_2O}).$$

The HL terms add to $x+(2-x)=2$ molecules, so $x$ drops out together with $E(I_N)$. The number $x$ may be fractional, as an average over a large cell in which some sites have reacted and others have not. An HL molecule that stays adsorbed through pulse A is counted as part of $I_N$ and lowers $x$; it must leave in pulse B.

A limit tests the formula. Let the precursor not react at all in pulse A, and let "$I_N$" be the film with an ML$_2$ molecule far away. Then $x=0$ and $E(I_N)=E(F_N)+E(\mathrm{ML_2})$, so that $\Delta E_A=0$ and

$$\Delta E_B=E(F_{N+1})-E(F_N)+G .$$

The second pulse carries the whole energy, as it should.

Two intermediates on the same path also give the energy of the step between them. Let $I^{\rm ad}$ be an adduct, with ML$_2$ attached to an intact OH group ($x=0$), and $I^{\rm ex}$ the exchanged surface ($x=1$). Subtracting the two expressions for pulse A cancels the film and the precursor:

$$\Delta E_A^{\rm ex}-\Delta E_A^{\rm ad}=E(I^{\rm ex})+E(\mathrm{HL})-E(I^{\rm ad}).$$

This is the energy of the ligand exchange $I^{\rm ad}\to I^{\rm ex}+\mathrm{HL}$. It depends on both intermediates, and the sum over the cycle contains no information about it.

Other stoichiometries change the counting and nothing else. For a trivalent metal, $2\,\mathrm{ML_3}+3\,\mathrm{H_2O}\to\mathrm{M_2O_3}+6\,\mathrm{HL}$; if $y$ molecules of HL leave in pulse A and $6-y$ in pulse B, $y$ cancels in the same way.

## From film to bulk

Let $e_b$ be the energy of the infinite crystal per formula unit. Write

$$E(F_N)=Ne_b+\sigma+\delta_N .$$

Here $\sigma$ is the limit of $E(F_N)-Ne_b$ for large $N$, assumed to exist. It belongs to the two terminated faces and includes the atoms that terminate them. The rest, $\delta_N$, tends to zero by definition. Then

$$E(F_{N+1})-E(F_N)=(N+1)e_b-Ne_b+\sigma-\sigma+\delta_{N+1}-\delta_N .$$

The two $\sigma$ cancel because the termination is the same before and after. With $\Delta E_{\rm bulk}=e_b+G$,

$$\boxed{\Delta E_A+\Delta E_B=\Delta E_{\rm bulk}+\delta_{N+1}-\delta_N .}$$

The equality with the bulk reaction energy is thus a statement about thick films. Independence of the intermediate holds for thin films too, but there the common value is a film growth energy.

## A crystal that can be solved

To see how $\delta_N$ behaves, take a tight-binding crystal with round parameters that represent no particular material. Layers of M and O alternate along the surface normal, each layer a square lattice with one atom per cell. The film is the chain H–O–(M–O)$_N$–H in every cell. Each atom has one orbital, levels are doubly occupied, and the energy is the sum over occupied levels. Pair repulsion and charge self-consistency are left out, so the reaction energies illustrate the theorem and predict no real process.

The on-site energies of H, M, O and L are $-2$, $0$, $-6$ and $-4$ eV. The hoppings are $t=2$ eV for M–O, 3 eV for O–H, 1.5 eV for M–L and 3 eV for H–L. Neighbours within a layer are coupled by $t_M=-0.2$ eV (M–M) and $t_O=0.1$ eV (O–O). M supplies two electrons, H and L one each, and the O orbital is empty before bonding. The film then has $2N+2$ electrons, which fill $N+1$ levels, one for each O.

In the crystal, Bloch's theorem leaves a two-by-two problem at each wavevector. With $s=\cos k_x+\cos k_y$ and lengths in lattice units, the diagonal elements are

$$a=e_M+2t_Ms,\qquad b=e_O+2t_Os .$$

An M atom couples to the O above and the O below, with the combined strength $|t+te^{-ik_z}|=2t|\cos(k_z/2)|$. (If the O orbital changes sign along $z$, the two couplings have opposite signs. This shifts $k_z$ by $\pi$ and leaves the average over $k_z$ unchanged.) The lower eigenvalue is

$$\varepsilon=\frac{a+b}{2}-\sqrt{\Big(\frac{a-b}{2}\Big)^2+4t^2\cos^2\frac{k_z}{2}},$$

and $e_b=2\langle\varepsilon\rangle$, where the brackets denote the average over the Brillouin zone and the factor 2 counts spin.

**Limit of uncoupled layers.** At $t=0$ the lower eigenvalue is $b$. Since $\langle s\rangle=0$, $e_b=2e_O$. A film with $N\ge1$ then consists of two OH layers, $N-1$ filled O layers and $N$ empty M layers. One more unit adds one filled O layer, with energy $2e_O$. The growth energy $E(F_{N+1})-E(F_N)$ equals $e_b$ for every $N\ge1$, and the thickness error vanishes there.

**Limit of weak coupling.** Drop the in-plane hopping and put $\Delta=e_M-e_O$. For $t\ll\Delta$ the root expands as

$$\sqrt{\frac{\Delta^2}{4}+4t^2\cos^2\frac{k_z}{2}}\approx\frac{\Delta}{2}+\frac{4t^2}{\Delta}\cos^2\frac{k_z}{2}.$$

The average of $\cos^2$ is $1/2$, so $\langle\varepsilon\rangle\approx e_O-2t^2/\Delta$ and

$$e_b\approx2e_O-\frac{4t^2}{\Delta}.$$

Each M–O bond in the crystal contributes $-2t^2/\Delta$, and there are two bonds per unit. A film has $2N$ M–O bonds. The outermost two belong to O atoms that also bind H; they contribute a different amount, which at this order is the same for every $N\ge1$. The other $2N-2$ are interior bonds and contribute as in the crystal. One more unit adds two interior bonds, so film and bulk agree at order $t^2$.

The first disagreement can be located by counting. In perturbation theory each term of the energy is a closed walk along the chain. A term that feels both ends must cross all $2N$ M–O bonds and return, which takes at least $4N$ factors of $t$. Walks that feel one end or none contribute to $\sigma$ and $Ne_b$. Hence $\delta_N$ is at least of order $t^{4N}$: each added unit costs four more powers of $t$.

**Estimate at finite coupling.** Inside the gap the crystal has solutions that decay along $z$. At mid-gap the root in $\varepsilon$ must vanish:

$$\frac{\Delta^2}{4}+4t^2\cos^2\frac{k_z}{2}=0 .$$

Put $k_z=\pi+i\kappa$. Then $\cos^2(k_z/2)=-\sinh^2(\kappa/2)$, and so

$$\sinh\frac{\kappa}{2}=\frac{\Delta}{4t}.$$

The amplitude falls by $e^{-\kappa}$ per unit. A disturbance that crosses the film and returns is reduced by $e^{-2\kappa N}$, which suggests an error that shrinks by about $e^{-2\kappa}$ per added unit. For small $t$, $e^{\kappa/2}\approx\Delta/2t$ and $e^{-2\kappa}\approx(2t/\Delta)^4$, which recovers the four powers of $t$. Here $\Delta/4t=6/8=0.75$, so $e^{\kappa/2}=0.75+\sqrt{1+0.75^2}=2$ and $e^{-2\kappa}=2^{-4}\approx0.06$.

## The energies of one cycle

The gas molecules can be solved by hand. HL has two electrons in the bonding level of a two-orbital problem:

$$E(\mathrm{HL})=2\big[-3-\sqrt{1^2+3^2}\big]=-12.325\ \text{eV}.$$

In water, O couples to the symmetric combination of the two H orbitals with strength $3\sqrt2$ eV, and two electrons fill the bonding level:

$$E(\mathrm{H_2O})=2\big[-4-\sqrt{2^2+18}\big]=-17.381\ \text{eV}.$$

In ML$_2$ the coupling is $1.5\sqrt2$ eV. Of the four electrons, two fill the bonding level and two the ligand combination that does not couple to M:

$$E(\mathrm{ML_2})=2\big[-2-\sqrt{2^2+4.5}\big]+2(-4)=-17.831\ \text{eV}.$$

The average of $\varepsilon$ on a mesh of $20\times20\times80$ wavevectors gives $e_b=-14.134$ eV. Therefore

$$\Delta E_{\rm bulk}=-14.134+2(-12.325)+17.831+17.381,$$

which is $-3.571$ eV, or $-345$ kJ/mol, when the unrounded energies are added.

The films are obtained differently, by diagonalizing the finite chain at each point of an $8\times8$ mesh of in-plane wavevectors. Three intermediates are placed on a film with $N=12$:

- Exchanged: the surface ends in O–M–L, with $x=1$.
- Weakly bound: the same, with the surface M–L hopping reduced to 1.0 eV.
- Adduct: ML$_2$ is attached to the O of an intact OH group by a hopping of 0.8 eV, with $x=0$.

| Intermediate | $\Delta E_A$ (eV) | $\Delta E_B$ (eV) | Sum (eV) |
|---|---:|---:|---:|
| Exchanged | −1.560 | −2.011 | −3.571 |
| Weakly bound | −1.102 | −2.469 | −3.571 |
| Adduct | −0.109 | −3.462 | −3.571 |

The first pulse changes by more than a factor of ten down the table, while the sum stays at the bulk value. Weakening the M–L bond raises the intermediate by $-1.102+1.560=0.458$ eV. Pulse A loses this energy and pulse B gains it. The first and third rows give the energy of the exchange step, $-1.560+0.109\approx-1.45$ eV. In this model the adduct is bound by only about 0.11 eV, and most of the energy of pulse A comes from the exchange.

The faces themselves are not neutral in energy. The two hydroxylated faces together lie 0.463 eV per cell below bulk crystal plus free water, so this model crystal would gain energy by being cleaved and hydroxylated. This is a result for the model and says nothing about a real oxide. It does not disturb the sum, because $\sigma$ is the same before and after the cycle.

## How thin the film may be

The thickness error is the sum minus $\Delta E_{\rm bulk}$:

| $N$ | Error (eV) |
|---:|---:|
| 1 | $-2.0\times10^{-2}$ |
| 2 | $-1.1\times10^{-3}$ |
| 3 | $-7.0\times10^{-5}$ |
| 4 | $-4.8\times10^{-6}$ |
| 5 | $-3.4\times10^{-7}$ |
| 6 | $-2.6\times10^{-8}$ |

At $N=1$ all three intermediates give the same sum, $-3.591$ eV. It differs from the bulk value by about 0.5% of the latter. Agreement between intermediates is therefore no evidence that the film is thick enough.

Successive errors in the table have ratios that rise from about 0.057 to 0.076, of the size of the estimate of 0.06 but drifting above it. That estimate left out the in-plane hopping. With it, the separation of the two diagonal elements is $a-b=6-0.6s$ eV, which runs from 4.8 eV at $s=2$ to 7.2 eV at $s=-2$. Put in place of $\Delta$, these values give $\sinh(\kappa/2)=0.6$ and $0.9$, and $e^{-2\kappa}\approx0.10$ and $0.04$. The ratios found lie between these two limits. In thicker films the slowest-decaying wavevectors dominate, and the ratio keeps rising toward the upper limit: about 0.09 at $N=10$ and 0.10 at $N=60$. Without in-plane hopping it approaches $1/16$ instead.

The fast decay rests on a gap and on short-range coupling. Where either is missing, the convergence of $E(F_{N+1})-E(F_N)$ has to be established for the system at hand.

## Several cycles, and a termination that changes

Let $p$ cycles deposit $n$ formula units per cell in all. Let the faces have the same composition at the start and at the end, so that the gas molecules add up to $n$ times the overall reaction, but let their energy be $\sigma_0$ at the start and $\sigma_p$ at the end. In the sum over all pulses every surface between the first and the last appears once as a product and once as a reactant, and cancels. What is left is

$$\sum_{\rm cycles}(\Delta E_A+\Delta E_B)=n\,\Delta E_{\rm bulk}+(\sigma_p-\sigma_0)+(\delta_{\rm end}-\delta_{\rm start}).$$

For $n=2$ and unchanged faces on a thick film this gives $2\Delta E_{\rm bulk}$, and the model gives $-7.142$ eV. If crowding keeps a single cycle from completing a layer, the termination may return only after several cycles. The relation then applies to that whole group of cycles, divided by $n$ if an energy per formula unit is wanted.

If the termination does not return, $\sigma_p-\sigma_0$ remains, however thick the film. Let the final top OH group have a hopping of 2.8 eV in place of 3 eV. The sum for one cycle is then 0.305 eV too high, because the weaker bond leaves the final surface higher in energy. If this is a property of one face, altering both faces of a film must cost twice as much. For a film with $N=9$, half the cost of altering both is again 0.305 eV.

Such an error does not accumulate. If the next cycle starts and ends with the altered face, its own $\sigma$ cancels. Over $p$ cycles that deposit one unit each, the single change contributes $(\sigma_p-\sigma_0)/p$ per cycle, which vanishes for large $p$.

## Two further ways to lose the sum

**Two models of one intermediate.** Let pulse A be computed with a product $I$ and pulse B with a different reactant $I'$ of the same composition. The cancellation leaves

$$\Delta E_A+\Delta E_B'=\Delta E_{\rm bulk}+E(I)-E(I')$$

for a thick film. Taking pulse A from the exchanged row and pulse B from the weakly bound row gives $-1.560-2.469=-4.029$ eV. The error is $-0.458$ eV, the energy difference of the two models found above. It is negative because the relaxation from $I'$ to $I$ has been counted as a gain without ever being paid back. If the second structure really does form between the pulses, the step $I\to I'$ must be added as a reaction of its own, and the sum is restored.

**A film that is not the reference crystal.** The layer inserted in the opening argument has the structure of the film. If the substrate holds the film under strain, $e_b$ is the energy of the equally strained crystal. In the model, strain is represented by lowering the M–O hopping to 1.9 eV throughout the film. The sum becomes $-3.395$ eV, which is also the reaction energy to a bulk crystal with that hopping. Against the original crystal it is 0.176 eV too high. A film in another crystal phase is treated in the same way, with $e_b$ taken for that phase.

## What the sum can and cannot show

In a calculation on a thick film, a sum that misses $\Delta E_{\rm bulk}$ points to a fault in the bookkeeping or to a condition not met: atoms out of balance, two versions of the intermediate, a changed face, an unsuitable reference crystal, or film and crystal energies that are not equally well converged, for instance in the sampling of wavevectors. A sum that agrees says nothing in favour of the chosen intermediate, since the three in the table agree equally well.

Nor does the sum say how the energy is divided between the pulses, or how fast either one runs. A barrier is the energy of a transition state relative to the reactants of its step, and no transition state appears in the equations above. To divide the energy between the pulses, the intermediate has to be determined on its own merits. Candidate surfaces with the same composition can be compared by their energies. If the compositions differ, the gas molecules that make up the difference must be included, at the temperature and pressure of the process. The rates require the transition states as well.
